# Layer-by-layer wall velocity from two-dimensional nucleation and lateral spreading, part 2

A flat ferroelectric domain wall advances by adding layers of thickness \(a\). In the model of Part 1, nuclei appear independently and uniformly at rate \(J\) per area and time, also on unfinished layers, and spread as discs at radial speed \(v\). Islands of the same layer merge, and there are no backward steps. The wall is flat at time \(t=0\). The height \(h\) at a point counts the layers added there. A nucleus landing on height \(k\) starts layer \(k+1\), and this number is its level.

The natural units of time and length are

\[
\tau=(Jv^2)^{-1/3},\qquad \ell=v\tau=\left(\frac{v}{J}\right)^{1/3}.
\]

On an unbounded wall the velocity \(V\) follows the one-third law, with \(c\) a pure number:

\[
V=\frac{c\,a}{\tau}=c\,a\,(Jv^2)^{1/3},\qquad 1.137\le c\le1.672.
\]

The bounds come from the backward cone of a point, which holds all earlier nuclei whose discs have reached it. In units of \(\tau\) and \(\ell\), its cross-section at a time \(u\) earlier is the disc area \(\pi u^2\), and it is empty with probability

\[
P_0(t)=\exp\left(-\frac{\pi t^3}{3}\right).
\]

The integral of \(P_0\) is the mean arrival time of the first layer, \(m=0.8794\). It is also the mean gap in a chain that always steps back to the latest nucleus in the cone, so \(c\ge1/m\).

In a chain, each nucleus lies in the backward cone of the next, and \(h\) is the length of the longest chain ending at the point. The mean number of chains of \(n\) nuclei after a time \(T\) is

\[
E_n(T)=\frac{(2\pi T^3)^n}{(3n)!}\le\left[\frac{e(2\pi)^{1/3}T}{3n}\right]^{3n}.
\]

Since \(P(h\ge n)\le E_n(T)\), this gives \(c\le e(2\pi)^{1/3}/3\).

The value of \(c\) is now found by simulating the growth rule event by event, without a grid or a time step, on a square wall of side \(W\) with periodic edges. The steps are as follows.

1. Draw the waiting times between nuclei from an exponential distribution of mean \(1/(JW^2)\), and the positions uniformly.
2. For each new nucleus, find the earlier nuclei whose discs cover its position. Distances are taken to the nearest periodic image.
3. Its level is one more than the highest level among them, or one if there are none.
4. After the initial transient, fit a straight line to level against time. The slope is the number of layers per unit time.

The last step works because nuclei land uniformly. The level of a nucleus, less one, is the height at a randomly chosen point, so the mean level is the mean height plus one. A disc covers the whole periodic wall once its radius reaches half the diagonal, \(W/\sqrt2\). Nuclei older than \(W/(\sqrt2\,v)\) can therefore be replaced by their highest level, which shortens the search.

Four runs on a wall of side \(16\,\ell\) gave

\[
c=1.428\pm0.003 .
\]

The error is the standard error of the four runs. It describes their scatter at one wall size and one duration, and it does not include the difference from an unbounded wall. The runs of the worked example below, on walls between about 8 and 21 \(\ell\) wide, correspond to values between 1.40 and 1.42. These values tend to be too low, because a narrower wall and a shorter run both reduce the measured slope. On a wall of side \(20.5\,\ell\), for instance, the slope is about 1.41 between 12 and \(48\,\tau\) and about 1.44 between 67 and \(200\,\tau\). The steady value for an unbounded wall therefore lies somewhat above 1.43, probably by one to three per cent. The value 1.428 is kept below as representative of walls and durations like those simulated.

An independent calculation supports the disc construction. A height field on a grid was advanced by repeated dilation: in each time step of \(0.1\,\tau\), every grid point took the greatest height within a radius of \(0.1\,\ell\), and each new nucleus raised one grid point by one layer. With the same 200 nuclei on a wall of side \(5\,\ell\), the mean height after \(8.3\,\tau\) was 10.37 layers by dilation and 10.33 by discs.

### What "layer-by-layer" means here

The estimate of one layer per mean arrival time gives 1.137, about 20% below the simulated 1.428. It follows one particular chain, which always steps back to the latest nucleus available. The height is set by the longest chain, and this may pass over the latest nucleus in favour of an earlier one that leads to more nuclei further back.

The layers overlap strongly in time. On the walls of side \(16\,\ell\), sampled at 400 points at the end of each run, 7.8 different heights were present on average, and the root-mean-square roughness was 1.30 layers. These figures belong to that wall size; their dependence on size was not examined. The wall advances by whole layers, but it does not complete one before starting the next.

A model that did wait for completion would not follow the one-third law on a large wall. The expected uncovered area of a single layer is \(A\exp[-\pi t^3/(3\tau^3)]\) on a wall of area \(A\). It falls to \(\ell^2\) at

\[
t=\tau\left[\frac3\pi\ln\frac{A}{\ell^2}\right]^{1/3},
\]

which grows without limit as \(A\) increases. The steady velocity of a large wall thus relies on nucleation on top of unfinished layers.

### Small walls

On a small wall, one nucleus covers the whole area before the next appears. This takes a time of order \(W/v\), while nuclei arrive at rate \(JW^2\). The condition is

\[
JW^2\,\frac Wv=\left(\frac W\ell\right)^3\ll1 .
\]

Every nucleus then adds a complete layer, and

\[
V=aJA,\qquad A=W^2 .
\]

The lateral speed has dropped out, and the velocity depends on the wall area.

The first correction comes from nuclei that land beside an unfinished island and start the same layer again. A point at distance \(r\) from the first nucleus stays uncovered for a time \(r/v\). The expected number of wasted nuclei per layer is therefore \(JW^2\,\bar r/v\), where \(\bar r\) is the mean distance between two random points of the wall. On a square with free edges this is about \(0.52\,W\). With periodic edges, as in the simulation, it is the mean distance from the centre of the square to its points. Dividing the square into eight equal triangles then gives

\[
\bar r=\frac{8}{W^2}\int_0^{\pi/4}\!d\theta\int_0^{W/(2\cos\theta)}\!r^2\,dr
=\frac W3\int_0^{\pi/4}\frac{d\theta}{\cos^3\theta}
=\frac W6\left[\sqrt2+\ln(1+\sqrt2)\right]=0.383\,W .
\]

For \(W=0.3\,\ell\), the wasted fraction is \(0.383\times0.3^3=0.010\) to leading order. The simulation gave 0.9882 layers per nucleus, a loss of 0.012. With 4000 nuclei, about 41 losses are expected with a scatter of about 6, and 47 occurred.

The two limiting laws meet where \(aJA=ca/\tau\). Since \(1/(J\tau)=\ell^2\), the crossover area is \(A=c\,\ell^2\), which corresponds to a side \(W=\sqrt c\,\ell\). This is an intersection of two asymptotes, and neither law is accurate there.

### Unequal lateral speeds

Steps on a real wall may run faster along the polar axis than across it. If the islands are ellipses with semi-axes \(v_xt\) and \(v_yt\), rescale the plane by

\[
x'=x\sqrt{v_y/v_x},\qquad y'=y\sqrt{v_x/v_y}.
\]

The product of the two factors is one, so areas and the rate \(J\) are unchanged. Both semi-axes become \(\sqrt{v_xv_y}\,t\). The problem is again that of discs, with

\[
V=c\,a\,(Jv_xv_y)^{1/3}
\]

and the same \(c\). Islands of another fixed convex shape, such as regular polygons, keep the exponents, but the value of the prefactor has to be determined for each shape.

### Link to the Merz law

The Merz law states that the wall velocity varies with the applied field \(E\) as \(\exp(-E_a/E)\), where \(E_a\) is the activation field. Suppose that at fixed temperature

\[
J=J_0\,e^{-E_J/E},\qquad v=v_0\,e^{-E_v/E},
\]

with prefactors that vary slowly with field. Insertion into the one-third law gives

\[
V=c\,a\,(J_0v_0^2)^{1/3}\exp\left(-\frac{E_J+2E_v}{3E}\right),\qquad
E_a=\frac{E_J+2E_v}{3}.
\]

If the lateral speed hardly depends on field, then \(E_a\approx E_J/3\). A measured activation field read directly as that of nucleation would then be too small by a factor of three. On a small wall, where \(V=aJA\), the activation field is \(E_J\) itself.

A simple nucleus shows where the form of \(J\) comes from. Let \(P_s\) be the spontaneous polarisation and \(\gamma\) the energy per length of the island edge, taken as isotropic and independent of field. For a 180° wall with the field along the polar axis, reversal lowers the energy by \(2P_sE\) per volume, so a disc of radius \(r\) and thickness \(a\) costs

\[
\Delta G=2\pi r\gamma-2\pi r^2aP_sE .
\]

Setting the derivative to zero gives the critical radius and the barrier:

\[
r_c=\frac{\gamma}{2aP_sE},\qquad
\Delta G_c=\frac{\pi\gamma^2}{aP_sE}-\frac{\pi\gamma^2}{2aP_sE}=\frac{\pi\gamma^2}{2aP_sE}.
\]

With \(J\propto\exp(-\Delta G_c/k_BT)\), where \(T\) is now the temperature, \(E_J=\pi\gamma^2/(2aP_sk_BT)\). This estimate neglects depolarising energy. It also provides a condition of validity: the one-third law with constant \(c\) needs \(r_c\ll\ell\). As the field rises, \(r_c\) falls as \(1/E\), but \(\ell\) falls as well if \(J\) grows faster than \(v\), so the ratio has to be checked at each field.

### Worked example

The parameters are round model values: \(a=0.4\ \mathrm{nm}\), \(J=10^{-4}\ \mathrm{nm^{-2}\,ns^{-1}}\) and \(v=10\ \mathrm{nm/ns}\) at a field of 200 kV/cm. The wall is a periodic square of side 600 nm. Then

\[
Jv^2=10^{-4}\times10^2=10^{-2}\ \mathrm{ns^{-3}},\qquad
\tau=(10^{-2})^{-1/3}=4.642\ \mathrm{ns},
\]
\[
\ell=v\tau=10\times4.642=46.42\ \mathrm{nm}.
\]

The wall is \(600/46.42=12.9\) natural lengths wide, well above the crossover side of 55.5 nm. With the simulated prefactor,

\[
V=\frac{1.428\times0.4}{4.642}=0.123\ \mathrm{nm/ns}=0.123\ \mathrm{m/s}.
\]

The bounds on \(c\) place the velocity of an unbounded wall between 0.098 and 0.144 nm/ns. A separate simulation with the parameters of this example gave 0.1227 nm/ns.

Two further runs kept the wall side at 600 nm and changed one parameter at a time. With \(4J\) the velocity was 0.1930 nm/ns, and with \(4v\) it was 0.3032 nm/ns. The exponents are

\[
\frac{\ln(0.1930/0.1227)}{\ln4}=0.327,\qquad
\frac{\ln(0.3032/0.1227)}{\ln4}=0.653,
\]

against \(1/3\) and \(2/3\). Both are about 2% low. At fixed wall side and a fixed number of nuclei, both the width and the duration in natural units change between runs: \(12.9\,\ell\) and \(120\,\tau\) for the reference run, \(20.5\,\ell\) and only \(47\,\tau\) with \(4J\), and \(8.1\,\ell\) and \(302\,\tau\) with \(4v\). A short run and a narrow wall both lower the measured rate, and each run also has sampling error; these effects were not separated.

For the field dependence, take \(E_J=900\) and \(E_v=150\ \mathrm{kV/cm}\). The nucleation barrier \(E_J/E\), in units of \(k_BT\), is then only 4.5 at 200 kV/cm and 3 at 300 kV/cm. This is low for a picture of rare nucleation without backward steps, so the numbers illustrate the scaling and do not describe a particular material. The expected activation field is \((900+300)/3=400\ \mathrm{kV/cm}\). At 300 kV/cm the rates become \(J=4.482\times10^{-4}\ \mathrm{nm^{-2}\,ns^{-1}}\) and \(v=12.84\ \mathrm{nm/ns}\), and the simulated velocity on the same wall was 0.2358 nm/ns. Hence

\[
E_a=\frac{\ln(0.2358/0.1227)}{1/200-1/300}=392\ \mathrm{kV/cm},
\]

2% below the expected value. The deficit reflects a smaller effective \(c\) at the higher field, 1.405 against 1.424, in a run that lasted only \(52\,\tau\). The remaining figures are in the numerical output.

### Real walls and thin films

The layer thickness of 0.4 nm is close to one lattice spacing of a perovskite ferroelectric. The activation field and the values of \(J\) and \(v\) are illustrative, and real wall velocities span many orders of magnitude. Defects break the assumption of uniform nucleation and free spreading, by an amount that this model cannot predict. Film thickness breaks the assumption of a wide wall, and its effect can be estimated. In a film of thickness \(d\ll\ell\), the wall is a ribbon: a nucleus soon spans the thickness and then spreads along the length in both directions. The parameters are now \(J_1=Jd\), per length and time, and \(v\), so dimensions require \(V=c_1a(Jdv)^{1/2}\).

The bounds of Part 1 carry over to the ribbon, with the disc area \(\pi u^2\) replaced by the interval length \(2u\), in units where \(J_1=v=1\). An empty cone has probability \(e^{-t^2}\), and the mean gap is \(\int_0^\infty e^{-t^2}dt=\sqrt\pi/2\). The mean number of chains is \((2T^2)^n/(2n)!\), which is at most \([e\sqrt2\,T/(2n)]^{2n}\). Therefore

\[
\frac{2}{\sqrt\pi}=1.13\le c_1\le\frac{e}{\sqrt2}=1.92 .
\]

For the example at 200 kV/cm with \(d=10\ \mathrm{nm}\), \((Jdv)^{1/2}=0.1\ \mathrm{ns^{-1}}\), and the velocity lies between 0.045 and 0.077 nm/ns. This is lower than the wide-wall value by a factor between 1.6 and 2.7. In the limit \(d\ll\ell\), the activation field at fixed thickness becomes \((E_J+E_v)/2=525\ \mathrm{kV/cm}\) instead of 400. At 300 kV/cm, \(\ell\) has fallen to about 31 nm, so for \(d=10\ \mathrm{nm}\) this limit is only approximate. These ribbon results assume that the film surfaces neither help nor hinder nucleation, and they were not simulated.

Before the one-third law is applied, \(\ell\) should therefore be compared with three lengths: the critical radius, which must be much smaller, and the film thickness and the lateral extent of the wall, which must both be much larger. These comparisons are necessary but not sufficient: the law also assumes uniform nucleation, free spreading and negligible backward steps, which have to be checked separately for a real wall.

## Numbers as computed

```
REDUCED UNITS (time in tau, length in ell)
mean first-layer arrival, formula: 0.8794 tau
mean first-layer arrival, sampled: 0.8799 tau
mean backward gap, simulated: 0.8805 tau
cone duration for chain counts: 1.8 tau
chains of 1: formula 6.1073, sampled 6.1452 +- 0.0281
chains of 2: formula 1.8649, sampled 1.8956 +- 0.0276
chains of 3: formula 0.1356, sampled 0.1365 +- 0.0065
lower bound on c: 1.1372
upper bound on c: 1.6720
chain-number threshold at 10^4 tau: 1.6718
simulated c, wall side 16 ell: 1.428
standard error of c from 4 runs: 0.003
mean height at 1 tau: 0.701 layers
mean height at 2 tau: 2.010 layers
mean height at 4 tau: 4.662 layers
rms wall roughness: 1.30 layers
mean number of heights present at once: 7.8
grid test, duration: 8.3 tau
grid test, height by dilation: 10.37 layers
grid test, height by discs: 10.33 layers
small wall side: 0.3 ell
small wall, layers per nucleus: 0.9882
WORKED EXAMPLE
layer thickness a: 0.4 nm
nucleation rate J: 1.0e-04 nm^-2 ns^-1
lateral speed v: 10.0 nm/ns
wall side: 600 nm
tau: 4.642 ns
ell: 46.42 nm
wall side / ell: 12.9
crossover wall side sqrt(c) ell: 55.5 nm
lower bound on V: 0.0980 nm/ns
upper bound on V: 0.1441 nm/ns
V from c a/tau: 0.1230 nm/ns = 0.1230 m/s
V simulated directly: 0.1227 nm/ns
V simulated with 4J: 0.1930 nm/ns
V simulated with 4v: 0.3032 nm/ns
simulated exponent of J: 0.327
simulated exponent of v: 0.653
fields compared: 200 and 300 kV/cm
E_J: 900 kV/cm, E_v: 150 kV/cm
J at second field: 4.482e-04 nm^-2 ns^-1
v at second field: 12.84 nm/ns
V simulated at second field: 0.2358 nm/ns
activation field, formula: 400 kV/cm
activation field, simulated: 392 kV/cm
```
